# Final grain density of a film grown by continuous nucleation: a program that tests the result

```python
"""
Result under test: grains nucleate at constant rate J per uncovered area and
grow as discs of constant radial speed v until they touch. The closed film has
    N = Gamma(4/3) * (3/pi)**(1/3) * (J/v)**(2/3)   grains per area.
Symbols: X = expected number of nucleation events able to cover a point,
U = exp(-X) = uncovered fraction, tau = time at which X = 1.
Lengths are in um, times in s, energies in eV, temperatures in K.
The simulation decides each nucleation event from the real grains alone and
does not use the Poisson formula for U.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma, gammainc

rng = np.random.default_rng(20240)


def closed_density(J, v, shape_factor=np.pi):
    """Final density for grains of area shape_factor * (v * age)**2."""
    return gamma(4 / 3) * (3 / shape_factor) ** (1 / 3) * (J / v) ** (2 / 3)


def time_scale(J, v):
    return (3 / (np.pi * J * v**2)) ** (1 / 3)


def reach(dx, dy, side, shape):
    """Radius (disc) or inradius (triangle) needed to reach an offset."""
    dx = dx - side * np.rint(dx / side)
    dy = dy - side * np.rint(dy / side)
    if shape == "disc":
        return np.sqrt(dx * dx + dy * dy)
    h = np.sqrt(3) / 2
    return np.maximum(-dy, h * np.abs(dx) + dy / 2)


def simulate(J, v, side, shape="disc", rim=0.0):
    """Return all attempted events (t, x, y) and the mask of real grains."""
    t_end = 2.5 * time_scale(J, v)
    n = rng.poisson(J * side**2 * t_end)
    t = np.sort(rng.uniform(0, t_end, n))
    x, y = rng.uniform(0, side, (2, n))
    kt, kx, ky = np.empty((3, n))
    real = np.zeros(n, dtype=bool)
    m = 0
    for i in range(n):
        distance = reach(x[i] - kx[:m], y[i] - ky[:m], side, shape)
        if np.all(distance > v * (t[i] - kt[:m]) + rim):
            kt[m], kx[m], ky[m] = t[i], x[i], y[i]
            real[i] = True
            m += 1
    return t, x, y, real


def covering_time(px, py, t, x, y, v, side):
    """Time at which each probe point is first covered by a disc."""
    d = reach(px[:, None] - x, py[:, None] - y, side, "disc")
    return np.min(t + d / v, axis=1)


def mean_density(J, v, side, runs, **options):
    values = [simulate(J, v, side, **options)[3].sum() / side**2
              for _ in range(runs)]
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(runs)


def integrate_growth(J, v, slowing=0.0, sites=np.inf):
    """Final density from rate equations for count, summed radius and area."""
    def rates(t, s):
        count, radius_sum, X, N = s
        bare = np.exp(-X)
        speed = v * (1 - slowing * (1 - bare))
        rate = J * np.exp(-J * t / sites)
        return [rate, speed * count, 2 * np.pi * speed * radius_sum,
                rate * bare]
    tau = time_scale(J, v)
    sol = solve_ivp(rates, (0, 8 * tau), [0, 0, 0, 0], rtol=1e-9,
                    atol=1e-13, max_step=tau / 20)
    assert sol.success
    return sol.y[3, -1]


def rim_lower_bound(J, v, rim):
    """Poisson estimate in which phantom events also suppress nucleation."""
    def bare(t):
        return np.exp(-np.pi * J * ((v * t + rim)**3 - rim**3) / (3 * v))
    return J * quad(bare, 0, 5 * time_scale(J, v), epsabs=1e-10,
                    epsrel=1e-10)[0]


# Inputs of the example: rough values for vapour-phase monolayer MoS2 growth
J, v, side = 1e-4, 0.01, 200.0
tau = time_scale(J, v)
N = closed_density(J, v)
prefactor = closed_density(1.0, 1.0)
t_half = tau * np.log(2) ** (1 / 3)
t_99 = tau * np.log(100) ** (1 / 3)
early_fraction = gammainc(1 / 3, np.log(2))

# Closed form against integration of the growth equations
for J_test, v_test in ((J, v), (3 * J, v), (J, 5 * v)):
    numeric = integrate_growth(J_test, v_test)
    assert abs(numeric / closed_density(J_test, v_test) - 1) < 1e-5
N_ode = integrate_growth(J, v)

# Extended area from its defining integral over birth times
X_number = quad(lambda s: J * np.pi * (v * (t_half - s))**2, 0, t_half)[0]
assert abs(X_number - np.log(2)) < 1e-9

# Direct simulation: density, uncovered fraction, birth times and phantoms
check_times = np.array([250.0, 450.0, 600.0])
runs = 12
densities, bare_runs, early_runs = [], [], []
for run in range(runs):
    t, x, y, real = simulate(J, v, side)
    px, py = rng.uniform(0, side, (2, 400))
    first = covering_time(px, py, t[real], x[real], y[real], v, side)
    assert first.max() < 2.5 * tau
    if run == 0:
        first_all = covering_time(px, py, t, x, y, v, side)
        phantom_shift = np.max(np.abs(first - first_all))
        assert phantom_shift < 1e-8
        phantom_count = np.count_nonzero(~real)
        assert phantom_count > 0
    densities.append(real.sum() / side**2)
    bare_runs.append([(first > q).mean() for q in check_times])
    early_runs.append((t[real] < t_half).mean())
N_sim = np.mean(densities)
N_err = np.std(densities, ddof=1) / np.sqrt(runs)
bare_sim = np.mean(bare_runs, axis=0)
bare_formula = np.exp(-(check_times / tau)**3)
early_sim = np.mean(early_runs)
# Tolerances allow several standard errors of the finite random samples
assert abs(N_sim / N - 1) < 0.02
assert np.all(np.abs(bare_sim - bare_formula) < 0.025)
assert abs(early_sim - early_fraction) < 0.015

# Both powers: eightfold J must give 4 N, eightfold v must give N/4
N_fast_J, _ = mean_density(8 * J, v, side / 2, 6)
N_fast_v, _ = mean_density(J, 8 * v, side * 2, 6)
assert abs(N_fast_J / (4 * N) - 1) < 0.03
assert abs(N_fast_v / (N / 4) - 1) < 0.03

# Covered fraction mistaken for X: overlaps are counted twice
N_naive = J * quad(lambda q: 1 - np.pi * J * v**2 * q**3 / 3, 0, tau)[0]
assert abs(N_naive / (0.75 * J * tau) - 1) < 1e-9
assert N_naive < N

# Neglected effects, sized for the numbers of the example
N_triangle = closed_density(J, v, 3 * np.sqrt(3))
N_triangle_sim, _ = mean_density(J, v, side, 6, shape="triangle")
assert abs(N_triangle_sim / N_triangle - 1) < 0.03

rim_results = []
for rim in (0.5, 2.0):
    value, error = mean_density(J, v, side, 6, rim=rim)
    bound = rim_lower_bound(J, v, rim)
    assert bound * 0.97 < value < N
    rim_results.append((rim, value, error, bound))

nucleus_radius = 1e-3
nucleus_loss = 1 - rim_lower_bound(J, v, nucleus_radius) / N
assert 0 < nucleus_loss < 0.01

site_density = 0.2
N_sites = integrate_growth(J, v, sites=site_density)
slowing = 0.3
N_slow = integrate_growth(J, v, slowing=slowing)
assert N_sites < N < N_slow

T, dT, E_J, E_v = 1050.0, 5.0, 3.0, 1.0
k_eV = Boltzmann / elementary_charge
inverse_shift = (1 / T - 1 / (T + dT)) / k_eV
N_hot = closed_density(J * np.exp(E_J * inverse_shift),
                       v * np.exp(E_v * inverse_shift))


def percent(value):
    return 100 * (value / N - 1)


print(f"nucleation rate J = {J:.1e} um^-2 s^-1")
print(f"radial speed v = {v:.3f} um/s")
print(f"prefactor Gamma(4/3)(3/pi)^(1/3) = {prefactor:.5f}")
print(f"Gamma(4/3) = {gamma(4 / 3):.5f}")
print(f"(3/pi)^(1/3) = {(3 / np.pi)**(1 / 3):.5f}")
print(f"J/v = {J / v:.4f} um^-3")
print(f"(J/v)^(2/3) = {(J / v)**(2 / 3):.5f} um^-2")
print(f"time scale tau = {tau:.1f} s")
print(f"time of half coverage = {t_half:.1f} s")
print(f"time of 99 % coverage = {t_99:.1f} s")
print(f"final density N, formula = {N:.5f} um^-2")
print(f"final density N, converted = {N * 1e8:.3e} cm^-2")
print(f"final density N, rate equations = {N_ode:.5f} um^-2")
print(f"final density N, simulation = {N_sim:.5f} um^-2")
print(f"standard error of simulation = {N_err:.5f} um^-2")
print(f"mean grain area 1/N = {1 / N:.2f} um^2")
print(f"grain length 1/sqrt(N) = {N**-0.5:.2f} um")
print(f"simulated square side = {side:.0f} um, runs = {runs}")
for q, a, b in zip(check_times, bare_formula, bare_sim):
    print(f"uncovered at {q:.0f} s: formula {a:.3f}, simulation {b:.3f}")
print(f"grains born before half coverage, formula = {early_fraction:.3f}")
print(f"grains born before half coverage, simulation = {early_sim:.3f}")
print(f"phantom events in first run = {phantom_count}")
print(f"largest covering-time shift by phantoms = {phantom_shift:.1e} s")
print(f"8 J: simulated density / N = {N_fast_J / N:.3f}")
print(f"8 v: simulated density / N = {N_fast_v / N:.4f}")
print(f"overlaps counted twice: density = {N_naive:.5f} um^-2")
print(f"overlaps counted twice: prefactor = {N_naive / (J / v)**(2/3):.4f}")
print(f"overlaps counted twice: error = {percent(N_naive):.1f} %")
print(f"aligned triangles, formula = {N_triangle:.5f} um^-2")
print(f"aligned triangles, simulation = {N_triangle_sim:.5f} um^-2")
print(f"aligned triangles: change of N = {percent(N_triangle):.1f} %")
for rim, value, error, bound in rim_results:
    print(f"rim {rim:.1f} um: simulated N = {value:.5f} um^-2")
    print(f"rim {rim:.1f} um: standard error = {error:.5f} um^-2")
    print(f"rim {rim:.1f} um: lower bound = {bound:.5f} um^-2")
    print(f"rim {rim:.1f} um: change of N = {percent(value):.1f} %")
print(f"nucleus radius {nucleus_radius:.3f} um: "
      f"N lower by at most {100 * nucleus_loss:.3f} %")
print(f"site density {site_density:.2f} um^-2: "
      f"change of N = {percent(N_sites):.1f} %")
print(f"speed falling by {100 * slowing:.0f} % at closure: "
      f"change of N = {percent(N_slow):.1f} %")
print(f"assumed energies: E_J = {E_J:.1f} eV, E_v = {E_v:.1f} eV")
print(f"{dT:.0f} K above {T:.0f} K: change of N = {percent(N_hot):.1f} %")
print("no test failed")
```

Printed output:

```
nucleation rate J = 1.0e-04 um^-2 s^-1
radial speed v = 0.010 um/s
prefactor Gamma(4/3)(3/pi)^(1/3) = 0.87936
Gamma(4/3) = 0.89298
(3/pi)^(1/3) = 0.98475
J/v = 0.0100 um^-3
(J/v)^(2/3) = 0.04642 um^-2
time scale tau = 457.1 s
time of half coverage = 404.5 s
time of 99 % coverage = 760.5 s
final density N, formula = 0.04082 um^-2
final density N, converted = 4.082e+06 cm^-2
final density N, rate equations = 0.04082 um^-2
final density N, simulation = 0.04080 um^-2
standard error of simulation = 0.00021 um^-2
mean grain area 1/N = 24.50 um^2
grain length 1/sqrt(N) = 4.95 um
simulated square side = 200 um, runs = 12
uncovered at 250 s: formula 0.849, simulation 0.857
uncovered at 450 s: formula 0.385, simulation 0.379
uncovered at 600 s: formula 0.104, simulation 0.093
grains born before half coverage, formula = 0.848
grains born before half coverage, simulation = 0.847
phantom events in first run = 2916
largest covering-time shift by phantoms = 0.0e+00 s
8 J: simulated density / N = 3.998
8 v: simulated density / N = 0.2500
overlaps counted twice: density = 0.03428 um^-2
overlaps counted twice: prefactor = 0.7386
overlaps counted twice: error = -16.0 %
aligned triangles, formula = 0.03451 um^-2
aligned triangles, simulation = 0.03414 um^-2
aligned triangles: change of N = -15.4 %
rim 0.5 um: simulated N = 0.03592 um^-2
rim 0.5 um: standard error = 0.00010 um^-2
rim 0.5 um: lower bound = 0.03586 um^-2
rim 0.5 um: change of N = -12.0 %
rim 2.0 um: simulated N = 0.02381 um^-2
rim 2.0 um: standard error = 0.00014 um^-2
rim 2.0 um: lower bound = 0.02308 um^-2
rim 2.0 um: change of N = -41.7 %
nucleus radius 0.001 um: N lower by at most 0.025 %
site density 0.20 um^-2: change of N = -9.1 %
speed falling by 30 % at closure: change of N = 6.7 %
assumed energies: E_J = 3.0 eV, E_v = 1.0 eV
5 K above 1050 K: change of N = 7.2 %
no test failed
```
